# Thermal Strain of a Relaxed Germanium Film on Silicon: a numerical check

```python
"""
Thermal strain of a germanium film on a silicon wafer.
Result under test: a film fully relaxed at the growth temperature and then
cooled by dT while bonded to a thick wafer has the in-plane strain
    strain = exp((alpha_film - alpha_sub) * dT) - 1      (positive = tensile)
relative to free film material at the final temperature.
alpha = (1/L) dL/dT is the linear expansion coefficient, C11 and C12 are cubic
elastic constants, M is the biaxial modulus of a (001) layer, h a thickness.
Also tested: residual growth strain, varying alpha, the out-of-plane strain,
and the correction for a wafer of finite thickness that can shrink and bend.
Material inputs are rough two-figure values.
"""
import numpy as np

T_growth, T_room = 750.0, 20.0            # degrees C
dT = T_growth - T_room                    # K
alpha_film, alpha_sub = 5.9e-6, 2.6e-6    # 1/K
C11_film, C12_film = 130.0, 48.0          # GPa
C11_sub, C12_sub = 170.0, 64.0            # GPa
h_film, h_sub = 1.0, 500.0                # micrometres


def thermal_strain(a_film, a_sub, residual=0.0):
    return (1 + residual) * np.exp((a_film - a_sub) * dT) - 1


def counted_strain(a_film, a_sub, film_cell, residual=0.0):
    """Count cells at growth, then shrink both free crystals step by step.

    a_film and a_sub are functions of temperature; the substrate cell is 1.
    """
    steps = 20000
    step = dT / steps
    temps = T_growth - (np.arange(steps) + 0.5) * step
    n_sub = 10**8
    n_film = round(n_sub / (film_cell * (1 + residual)))
    cold_sub = np.prod(1 - a_sub(temps) * step)
    cold_film = film_cell * np.prod(1 - a_film(temps) * step)
    return n_sub * cold_sub / (n_film * cold_film) - 1


def constant(value):
    return lambda temps: np.full_like(temps, value)


# Main result, for three different lattice mismatches.
strain = thermal_strain(alpha_film, alpha_sub)
for film_cell in (0.97, 1.01, 1.04):
    counted = counted_strain(constant(alpha_film), constant(alpha_sub), film_cell)
    # cell counts are integers out of 1e8, so errors near 1e-8 are expected
    assert abs(counted - strain) < 2e-8

# Incomplete relaxation: compressive strain left at growth.
residual = -5e-4
strain_residual = thermal_strain(alpha_film, alpha_sub, residual)
counted = counted_strain(constant(alpha_film), constant(alpha_sub), 1.04, residual)
assert abs(counted - strain_residual) < 2e-8
assert strain_residual < strain

# Varying coefficients: only the integral of their difference matters.
slope_film, slope_sub = 3e-9, 2e-9        # 1/K^2, model slopes
counted = counted_strain(lambda t: alpha_film + slope_film * (t - T_room),
                         lambda t: alpha_sub + slope_sub * (t - T_room), 1.04)
integral = (alpha_film - alpha_sub) * dT + (slope_film - slope_sub) * dT**2 / 2
assert abs(counted - (np.exp(integral) - 1)) < 2e-8

# Other convention: length linear in temperature, referred to T_room.
strain_linear_length = (alpha_film - alpha_sub) * dT / (1 + alpha_sub * dT)
hot_film, hot_sub = 1 + alpha_film * dT, 1 + alpha_sub * dT
bonded_cold = hot_film / hot_sub          # wafer piece matching the hot film
assert abs((bonded_cold - 1) - strain_linear_length) < 1e-12
strain_estimate = (alpha_film - alpha_sub) * dT


# Elastic response of a (001) layer with a free surface.
def biaxial_modulus(c11, c12):
    return c11 + c12 - 2 * c12**2 / c11


for c11, c12 in ((C11_film, C12_film), (C11_sub, C12_sub)):
    stiffness = np.full((3, 3), c12) + np.eye(3) * (c11 - c12)
    response = np.linalg.solve(stiffness, np.array([1.0, 1.0, 0.0]))
    assert abs(1 / response[0] - biaxial_modulus(c11, c12)) < 1e-9
    assert abs(response[2] / response[0] + 2 * c12 / c11) < 1e-12

M_film = biaxial_modulus(C11_film, C12_film)
M_sub = biaxial_modulus(C11_sub, C12_sub)
strain_out = -2 * C12_film / C11_film * strain
stress = M_film * strain * 1000           # MPa


# Finite wafer: mean film strain and size of the strain gradient.
def bilayer_formula(hf, hs, mismatch):
    bending = M_sub * hs**3 + M_film * hf**3
    ratio = M_film * hf / (M_sub * hs)
    mean = mismatch / (1 + ratio + 3 * M_film * hf * (hs + hf)**2 / bending)
    gradient = 6 * M_film * hf * mean * (hs + hf) / bending
    return mean, gradient


def bilayer_energy_minimum(hf, hs, mismatch):
    """Minimize elastic energy over a uniform strain and a strain gradient."""
    nodes, weights = np.polynomial.legendre.leggauss(4)
    z_sub = nodes / 2                     # depth in units of hs
    z_film = 0.5 + (nodes + 1) / 2 * hf / hs
    z = np.concatenate([z_sub, z_film])
    energy_weight = np.concatenate([M_sub * weights, M_film * weights * hf / hs])
    offset = np.concatenate([np.zeros(4), np.full(4, mismatch)])
    root = np.sqrt(energy_weight)
    design = np.column_stack([np.ones(8), z]) * root[:, None]
    best = np.linalg.lstsq(design, -offset * root, rcond=None)[0]
    film_strain = mismatch + best[0] + best[1] * z_film
    return np.sum(weights * film_strain) / 2, -best[1] / hs


for hf in (h_film, 0.2 * h_sub, 0.8 * h_sub):
    formula = bilayer_formula(hf, h_sub, strain)
    minimum = bilayer_energy_minimum(hf, h_sub, strain)
    assert np.allclose(formula, minimum, rtol=1e-8, atol=0)

# Thin-film law 1 - 4r: its error must fall as the square of the thickness.
thin_errors = []
for hf in (h_film, h_film / 2):
    r = M_film * hf / (M_sub * h_sub)
    mean = bilayer_energy_minimum(hf, h_sub, strain)[0]
    thin_errors.append(mean / strain - (1 - 4 * r))
assert abs(thin_errors[0] / thin_errors[1] - 4) < 0.1

ratio_r = M_film * h_film / (M_sub * h_sub)
strain_finite, gradient = bilayer_formula(h_film, h_sub, strain)
radius = 1e-6 / gradient                  # metres

print(f"growth temperature: {T_growth:.0f} C")
print(f"final temperature: {T_room:.0f} C")
print(f"temperature drop: {dT:.0f} K")
print(f"expansion coefficient, Ge (rough input): {alpha_film*1e6:.1f} 1e-6/K")
print(f"expansion coefficient, Si (rough input): {alpha_sub*1e6:.1f} 1e-6/K")
print(f"coefficient difference: {(alpha_film-alpha_sub)*1e6:.1f} 1e-6/K")
print(f"free contraction of Ge: {100*(1-np.exp(-alpha_film*dT)):.4f} %")
print(f"free contraction of Si: {100*(1-np.exp(-alpha_sub*dT)):.4f} %")
print(f"strain, linear estimate: {100*strain_estimate:.4f} %")
print(f"strain, constant (1/L)dL/dT: {100*strain:.4f} %")
print(f"strain, length linear in T: {100*strain_linear_length:.4f} %")
print(f"main result, two figures: {100*strain:.2f} %")
print(f"main result as a pure number: {strain:.1e}")
print(f"residual growth strain in variant: {100*residual:.3f} %")
print(f"final strain in that variant: {100*strain_residual:.4f} %")
print(f"strain change per 0.1e-6/K in difference: {100*0.1e-6*dT:.4f} %")
print(f"C11, C12 of Ge (rough input): {C11_film:.0f}, {C12_film:.0f} GPa")
print(f"C11, C12 of Si (rough input): {C11_sub:.0f}, {C12_sub:.0f} GPa")
print(f"biaxial modulus of Ge: {M_film:.1f} GPa")
print(f"biaxial modulus of Si: {M_sub:.1f} GPa")
print(f"out-of-plane strain: {100*strain_out:.4f} %")
print(f"in-plane stress: {stress:.0f} MPa")
print(f"film thickness: {h_film:.0f} micrometre")
print(f"wafer thickness: {h_sub:.0f} micrometre")
print(f"stiffness ratio r: {ratio_r:.6f}")
print(f"mean film strain on finite wafer: {100*strain_finite:.4f} %")
print(f"relative loss from finite wafer: {100*(1-strain_finite/strain):.3f} %")
print(f"thin-film estimate 4r of that loss: {100*4*ratio_r:.3f} %")
print(f"bending radius of the wafer: {radius:.1f} m")
print("all good")
```

It prints:

```
growth temperature: 750 C
final temperature: 20 C
temperature drop: 730 K
expansion coefficient, Ge (rough input): 5.9 1e-6/K
expansion coefficient, Si (rough input): 2.6 1e-6/K
coefficient difference: 3.3 1e-6/K
free contraction of Ge: 0.4298 %
free contraction of Si: 0.1896 %
strain, linear estimate: 0.2409 %
strain, constant (1/L)dL/dT: 0.2412 %
strain, length linear in T: 0.2404 %
main result, two figures: 0.24 %
main result as a pure number: 2.4e-03
residual growth strain in variant: -0.050 %
final strain in that variant: 0.1911 %
strain change per 0.1e-6/K in difference: 0.0073 %
C11, C12 of Ge (rough input): 130, 48 GPa
C11, C12 of Si (rough input): 170, 64 GPa
biaxial modulus of Ge: 142.6 GPa
biaxial modulus of Si: 185.8 GPa
out-of-plane strain: -0.1781 %
in-plane stress: 344 MPa
film thickness: 1 micrometre
wafer thickness: 500 micrometre
stiffness ratio r: 0.001534
mean film strain on finite wafer: 0.2397 %
relative loss from finite wafer: 0.612 %
thin-film estimate 4r of that loss: 0.614 %
bending radius of the wafer: 22.6 m
all good
```
